# Activation dipole from the field dependence of a ferroelectric reversal rate: verification in Python

```python
"""
Result under test: for a thermally activated reversal rate
    k(E) = k0 exp(-G(E)/(kB T)),   p(E) = -dG/dE  (activation dipole),
a constant prefactor k0 gives the interval average of p as
    p_avg = kB T ln(k2/k1) / (E2 - E1).
Symbols: E field along the switching direction, G barrier, T temperature,
s switching coordinate, B zero-field barrier, p0 dipole scale of the model.
Internal units: eV, angstrom, V/angstrom; dipoles in electron-angstrom (e A).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq

KB = const.k / const.e                   # eV/K
MVCM = 1e8 * const.angstrom              # 1 MV/cm in V/angstrom
EA_SI = const.e * const.angstrom         # 1 e A in C m

T = 300.0
kT = KB * T
F1, F2 = 1.0, 1.1                        # fields, MV/cm
E1, E2 = F1 * MVCM, F2 * MVCM
dE = E2 - E1
ratio = 10.0
p_inf = kT * np.log(ratio) / dE

# ---- double well: rate from the mean first-passage time -----------------
B = 1.5                                  # eV, chosen model barrier


def energy(s, p0, E):
    return B * (1 - s**2)**2 - p0 * s * E


def stationary(p0, E):
    """Starting well, saddle and final well: roots of dU/ds."""
    roots = np.roots([4 * B, 0.0, -4 * B, -p0 * E])
    assert np.max(np.abs(roots.imag)) < 1e-9
    return np.sort(roots.real)


def barrier(p0, E):
    well, saddle, _ = stationary(p0, E)
    return energy(saddle, p0, E) - energy(well, p0, E)


def log_rate(p0, E, temp):
    """Overdamped motion with unit friction, absorbed at s = 1."""
    th = KB * temp
    s = np.linspace(-1.7, 1.0, 20001)
    u = energy(s, p0, E) / th
    inner = cumulative_trapezoid(np.exp(-u), s, initial=0.0)
    go = s >= stationary(p0, E)[0]
    return -np.log(trapezoid(np.exp(u[go]) * inner[go], s[go]) / th)


def log_ratio(p0):
    return log_rate(p0, E2, T) - log_rate(p0, E1, T)


p0 = brentq(lambda x: log_ratio(x) - np.log(ratio), 50.0, 100.0)


def saddle_dipole(E):
    well, saddle, _ = stationary(p0, E)
    return p0 * (saddle - well)


p_true = quad(saddle_dipole, E1, E2)[0] / dE
G1, G2 = barrier(p0, E1), barrier(p0, E2)
# dipole difference is the field slope of the barrier
assert abs(p_true - (G1 - G2) / dE) < 1e-5 * p_true
# inference from the first-passage rates finds the saddle dipole
assert abs(p_inf / p_true - 1) < 0.02


def log_prefactor(E):
    well, saddle, _ = stationary(p0, E)
    curv = 4 * B * (3 * np.array([well, saddle])**2 - 1)
    return 0.5 * np.log(-curv[0] * curv[1])


dlnk0 = log_prefactor(E2) - log_prefactor(E1)
remainder = np.log(ratio) - p_true * dE / kT
assert abs(remainder - dlnk0) < 0.003 and abs(dlnk0) > 0.006

# ---- Merz form: local dipoles at the two ends ---------------------------
Ea = np.log(ratio) / (1 / E1 - 1 / E2)


def merz_dipole(E, h=1e-6):
    return -kT * (Ea / (E + h) - Ea / (E - h)) / (2 * h)


m1, m2 = merz_dipole(E1), merz_dipole(E2)
assert m2 < p_inf < m1
assert abs(np.sqrt(m1 * m2) / p_inf - 1) < 1e-6

# ---- equivalent reversed volume -----------------------------------------
Ps = 50.0                                # uC/cm2, rough
edge = 0.51                              # nm, rough
Ps_SI = Ps * 1e-2                        # C/m2
volume = p_inf * EA_SI / (2 * Ps_SI) * 1e27          # nm3
cells = volume / edge**3
p_cell = 2 * Ps_SI * (edge * 1e-9)**3 / EA_SI
ratio_cell = np.exp(p_cell * dE / kT)
# SI field work on the whole volume must reproduce the tenfold rise
work = 2 * Ps_SI * volume * 1e-27 * (F2 - F1) * 1e8
assert abs(np.exp(work / (const.k * T)) - ratio) < 1e-6

# ---- prefactor that depends on the field --------------------------------
p_linear = brentq(lambda p: (F2 / F1) * np.exp(p * dE / kT) - ratio, 1, 200)
p_double = brentq(lambda p: 2 * np.exp(p * dE / kT) - ratio, 1, 200)
assert abs(p_linear - (p_inf - kT * np.log(F2 / F1) / dE)) < 1e-6
assert abs(p_double - (p_inf - kT * np.log(2) / dE)) < 1e-6

# ---- Gaussian spread of dipoles among sites -----------------------------
sigma = 6.0                              # e A, chosen
shift = sigma**2 * (E1 + E2) / (2 * kT)
p_mean = p_inf - shift
p_grid = np.linspace(p_mean - 12 * sigma, p_mean + 12 * sigma, 8001)
weight = np.exp(-0.5 * ((p_grid - p_mean) / sigma)**2)
avg1, avg2 = [trapezoid(weight * np.exp(p_grid * E / kT), p_grid)
              for E in (E1, E2)]
assert abs(avg2 / avg1 - ratio) < 1e-5

# ---- heating by 1 K at the higher field only ----------------------------
heat = log_rate(p0, E2, T + 1) - log_rate(p0, E2, T)
assert abs(heat / (G2 / (kT * T)) - 1) < 0.03
p_heat = kT * heat / dE

# ---- interface layer in series with the film ----------------------------
d, t_i, eps_f, eps_i = 10.0, 0.5, 30.0, 10.0         # nm, nm, -, -
t_f = d - t_i
P_net = 0.01                             # C/m2, held fixed


def film_field(nominal):                 # V/m in, V/m out
    a = np.array([[t_f, t_i], [eps_f, -eps_i]])
    return np.linalg.solve(a, [nominal * d, -P_net / const.epsilon_0])[0]


share = (film_field(F2 * 1e8) - film_field(F1 * 1e8)) / ((F2 - F1) * 1e8)
assert abs(share - d / (t_f + t_i * eps_f / eps_i)) < 1e-6
p_film = p_inf / share

# ---- tunnelling through a parabolic barrier top -------------------------
freq = 5.0                               # THz, rough lattice-mode scale


def tunnel_factor(u):                    # u = h f / (kB T)
    def f(x):
        return np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u))
    value = quad(f, -40, 0, limit=200)[0] + quad(f, 0, 60, limit=200)[0]
    assert abs(value - (u / 2) / np.sin(u / 2)) < 1e-6
    return value


sad1, sad2 = stationary(p0, E1)[1], stationary(p0, E2)[1]
u1 = const.h * freq * 1e12 / (const.k * T)
u2 = u1 * np.sqrt((1 - 3 * sad2**2) / (1 - 3 * sad1**2))
kap1, kap2 = tunnel_factor(u1), tunnel_factor(u2)
p_tunnel = kT * np.log(kap2 / kap1) / dE

# ---- back-switching from detailed balance -------------------------------
z_left = quad(lambda s: np.exp(-energy(s, p0, E1) / kT), -1.7, sad1,
              points=[stationary(p0, E1)[0]])[0]
z_right = quad(lambda s: np.exp(-energy(s, p0, E1) / kT), sad1, 1.7,
               points=[stationary(p0, E1)[2]])[0]
back = z_left / z_right
assert back < 1e-10
breakdown = 4.0                          # MV/cm, rough
assert F2 < breakdown

print(f"temperature: {T:.0f} K; thermal energy: {kT:.6f} eV")
print(f"fields: {F1:.1f} and {F2:.1f} MV/cm; rate ratio: {ratio:.0f}")
print(f"field step: {dE:.6f} V/angstrom; ln(ratio): {np.log(ratio):.6f}")
print(f"barrier drop kT ln(ratio): {kT*np.log(ratio):.5f} eV")
print(f"INFERRED activation dipole: {p_inf:.2f} e A")
print(f"  the same in SI: {p_inf*EA_SI:.3e} C m")
print("-- double-well test, first-passage rates --")
print(f"zero-field barrier B: {B:.2f} eV; fitted p0: {p0:.2f} e A")
print(f"barriers at the two fields: {G1:.4f} and {G2:.4f} eV")
print(f"saddle-minus-well dipole at E1: {saddle_dipole(E1):.2f} e A")
print(f"saddle-minus-well dipole at E2: {saddle_dipole(E2):.2f} e A")
print(f"its interval average: {p_true:.2f} e A")
print(f"inferred minus true average: {p_inf-p_true:.2f} e A")
print(f"ln prefactor change, Kramers: {dlnk0:.4f}")
print(f"ln prefactor change, from rates: {remainder:.4f}")
print("-- Merz form with the same tenfold rise --")
print(f"activation field: {Ea/MVCM:.2f} MV/cm")
print(f"local dipole at E1, E2: {m1:.2f}, {m2:.2f} e A")
print("-- equivalent fully reversed region --")
print(f"polarization: {Ps:.0f} uC/cm2; cell edge: {edge:.2f} nm (rough)")
print(f"volume: {volume:.3f} nm3; number of cells: {cells:.2f}")
print(f"dipole change of one reversed cell: {p_cell:.2f} e A")
print(f"rate ratio if one cell were the saddle: {ratio_cell:.3f}")
print("-- neglected effects --")
print(f"dipole if prefactor is proportional to E: {p_linear:.2f} e A")
print(f"dipole if prefactor doubles: {p_double:.2f} e A")
print(f"site spread sigma: {sigma:.1f} e A; upward shift: {shift:.2f} e A")
print(f"mean site dipole behind the tenfold rise: {p_mean:.2f} e A")
print(f"1 K heating at E2: ln k rises {heat:.4f}")
print(f"  false addition to the dipole: {p_heat:.2f} e A")
print(f"film: {d:.0f} nm in all, interface layer {t_i:.1f} nm")
print(f"relative permittivities: film {eps_f:.0f}, layer {eps_i:.0f}")
print(f"film field step / nominal step: {share:.4f}")
print(f"dipole referred to the film field: {p_film:.2f} e A")
print(f"barrier-top frequency: {freq:.1f} THz (rough)")
print(f"tunnelling factor at E1: {kap1:.4f}")
print(f"  its effect on the dipole: {p_tunnel:.4f} e A")
print(f"back-switching / forward rate at E1: {back:.1e}")
print(f"breakdown field: {breakdown:.0f} MV/cm (rough)")
print(f"highest field / breakdown field: {F2/breakdown:.3f}")
print("no test failed")
```

Output:

```
temperature: 300 K; thermal energy: 0.025852 eV
fields: 1.0 and 1.1 MV/cm; rate ratio: 10
field step: 0.001000 V/angstrom; ln(ratio): 2.302585
barrier drop kT ln(ratio): 0.05953 eV
INFERRED activation dipole: 59.53 e A
  the same in SI: 9.537e-28 C m
-- double-well test, first-passage rates --
zero-field barrier B: 1.50 eV; fitted p0: 76.06 e A
barriers at the two fields: 0.8138 and 0.7538 eV
saddle-minus-well dipole at E1: 60.88 e A
saddle-minus-well dipole at E2: 59.24 e A
its interval average: 60.06 e A
inferred minus true average: -0.54 e A
ln prefactor change, Kramers: -0.0201
ln prefactor change, from rates: -0.0208
-- Merz form with the same tenfold rise --
activation field: 25.33 MV/cm
local dipole at E1, E2: 65.48, 54.11 e A
-- equivalent fully reversed region --
polarization: 50 uC/cm2; cell edge: 0.51 nm (rough)
volume: 0.954 nm3; number of cells: 7.19
dipole change of one reversed cell: 8.28 e A
rate ratio if one cell were the saddle: 1.377
-- neglected effects --
dipole if prefactor is proportional to E: 57.06 e A
dipole if prefactor doubles: 41.61 e A
site spread sigma: 6.0 e A; upward shift: 14.62 e A
mean site dipole behind the tenfold rise: 44.90 e A
1 K heating at E2: ln k rises 0.0968
  false addition to the dipole: 2.50 e A
film: 10 nm in all, interface layer 0.5 nm
relative permittivities: film 30, layer 10
film field step / nominal step: 0.9091
dipole referred to the film field: 65.48 e A
barrier-top frequency: 5.0 THz (rough)
tunnelling factor at E1: 1.0272
  its effect on the dipole: -0.0080 e A
back-switching / forward rate at E1: 3.8e-26
breakdown field: 4 MV/cm (rough)
highest field / breakdown field: 0.275
no test failed
```
